Heralded Second-Order Correlation of a Single-Mode Pair Source with Threshold Herald

**1. What goes wrong without the result**

A pair source emits photons two at a time, one into a signal mode and one into an idler mode. Detecting the idler announces the signal photon. Some pulses contain two pairs, however, and a detector that says only "click" or "no click" cannot reject them.

Suppose we set the pump by the rule that the heralded correlation is twice the mean pair number. With 0.02 pairs per pulse we expect 0.04. If the herald has an efficiency of 0.2, the model below gives 0.069 instead. The source has not changed; the rule holds for a perfect herald, and an inefficient one selects double pairs more strongly. The low-gain law with this selection included is

g_h = 2(2 − η)μ + O(μ²).

Here μ is the mean number of generated pairs per pulse before any selection, and η is the total herald efficiency, 0 < η ≤ 1, with all idler losses included. The quantity g_h is the zero-delay second-order correlation of the signal, given a click:

g_h = ⟨n(n − 1)⟩_h / ⟨n⟩_h².

The number n counts signal photons. A single photon has g_h = 0, and coherent light has g_h = 1.

**2. The pair-number distribution**

We assume one signal mode a, one idler mode b, an undepleted classical pump and no loss during generation. With ħ = 1 and the pump phase absorbed into the modes, the state is

|ψ(r)⟩ = exp[r(a†b† − ab)] |0,0⟩.

The generator creates or removes whole pairs, so |ψ⟩ = Σ C_n |n,n⟩. The two ladder actions needed are

a†b†|n−1,n−1⟩ = n|n,n⟩,
ab|n+1,n+1⟩ = (n+1)|n,n⟩.

Differentiating the state with respect to r therefore gives

dC_n/dr = n C_{n−1} − (n+1) C_{n+1}, with C_n(0) = 1 for n = 0 and 0 otherwise.

The solution is C_n = tⁿ/cosh r, with t = tanh r. To verify it, use dt/dr = 1 − t² and d(1/cosh r)/dr = −t/cosh r:

dC_n/dr = [n tⁿ⁻¹(1 − t²) − tⁿ⁺¹]/cosh r
= [n tⁿ⁻¹ − (n+1)tⁿ⁺¹]/cosh r.

This is the right-hand side of the equation, and the initial values also agree. Since 1/cosh² r = 1 − t², the probability of n pairs is

P(n) = (1 − t²) t²ⁿ.

The mean of this geometric distribution is μ = t²/(1 − t²) = sinh² r. Hence t² = μ/(1 + μ), and

P(n) = μⁿ/(1 + μ)ⁿ⁺¹.

At small μ, P(1) = μ + O(μ²) and P(2) = μ² + O(μ³). A Poisson distribution would have P(2) ≈ μ²/2. The doubled weight is the thermal bunching of a single mode.

**3. The threshold herald**

Model the idler losses by a beam splitter of transmission η in front of an ideal detector:

b† → √η d† + √(1−η) v†,

where d is the detected mode and v the lost one. The input |n⟩ is (b†)ⁿ|0⟩/√n!. The part with no photon in d is (1−η)^{n/2}(v†)ⁿ|0⟩/√n!, whose squared norm is (1−η)ⁿ. Without noise counts, the click probability for n pairs is thus

c_n = 1 − (1−η)ⁿ.

In particular,

c₁ = η,
c₂ = 1 − (1−η)² = η(2 − η).

Two pairs are 2 − η times as likely to produce a click as one pair. This ratio is the origin of the factor in the result.

**4. Conditioning and the low-gain limit**

The click operator is diagonal in idler number, and the two photon numbers are equal. The signal distribution after a click is therefore

P(n|click) = P(n)c_n/p_h, with p_h = Σ P(n)c_n.

Define the unnormalized sums

S₁ = Σ n P(n)c_n,
S₂ = Σ n(n−1)P(n)c_n.

The conditioned moments are S₁/p_h and S₂/p_h, so

g_h = (S₂/p_h)/(S₁/p_h)² = p_h S₂/S₁².

One factor p_h survives because the denominator is squared. Without it, the ratio would tend to 2(2−η)/η, which does not vanish at low gain.

The term n = 0 contributes nothing to p_h, since c₀ = 0. The leading terms for μ → 0 at fixed η are

p_h = ημ + O(μ²),
S₁ = ημ + O(μ²),
S₂ = 2 · μ² · η(2−η) + O(μ³).

In S₂ the first factor is n(n−1) = 2 for n = 2. Substitution gives

g_h = ημ · 2μ²η(2−η)/(ημ)² + O(μ²)
= 2(2−η)μ + O(μ²).

For a weak herald, c_n ≈ nη: a double pair has two chances to click, and the slope is 4. For a perfect herald, every nonempty pulse clicks with certainty, double pairs gain no advantage over single ones, and the slope is 2. At fixed μ, raising the efficiency of a threshold herald can therefore lower g_h by at most a factor of two in this limit.

If instead the click probability p_h is held fixed, we insert μ ≈ p_h/η and find

g_h ≈ 2(2−η)p_h/η.

Efficiency now matters more, because a poor herald must be compensated by stronger pumping.

**5. The formula at any gain**

The sums can be done in closed form with the generating function

G(s) = Σ P(n)sⁿ = 1/[1 + μ(1−s)].

Its first two derivatives are

G′(s) = μ/[1 + μ(1−s)]²,
G″(s) = 2μ²/[1 + μ(1−s)]³.

Let q = 1−η and u = 1+ημ. At s = q each bracket equals u; at s = 1 it equals 1. The click probability is

p_h = G(1) − G(q) = 1 − 1/u = ημ/u.

For the first moment, Σ nP(n)qⁿ = qG′(q), so

S₁ = μ − (1−η)μ/u²
= μ[u² − 1 + η]/u²
= ημ[1 + 2μ + ημ²]/u²,

where u² − 1 = 2ημ + η²μ² was used. Similarly, Σ n(n−1)P(n)qⁿ = q²G″(q), so

S₂ = 2μ²[u³ − (1−η)²]/u³.

Here u³ − 1 = 3ημ + 3η²μ² + η³μ³ and 1 − (1−η)² = η(2−η). Adding these gives

S₂ = 2ημ²N/u³, with N = 2 − η + 3μ + 3ημ² + η²μ³.

Write D = 1 + 2μ + ημ². In p_hS₂/S₁² the powers of u cancel, as do the factors η²μ²:

g_h = 2μN/D².

For η = 0.02, 0.2, 0.5, 0.8 and 1, and six values of μ from 0.001 to 5, direct number sums agree with this formula to a relative 10⁻¹⁰.

At η = 1, N = (1+μ)³ and D = (1+μ)², so g_h = 2μ/(1+μ).

The opposite regime, μ ≫ 1, depends on y = ημ. There N ≈ μ(3 + 3y + y²) and D ≈ μ(2 + y), which give

g_h ≈ 2(3 + 3y + y²)/(2 + y)².

For y ≫ 1 almost every pulse clicks, the herald conveys little information, and g_h approaches the thermal value 2. For y ≪ 1 clicks are rare and weight each pulse by n; the limit is then 3/2. The order of the limits η → 0 and μ → ∞ therefore matters.

**6. How far the linear law can be trusted**

Expanding the closed form to the next order, with 1/D² = 1 − 4μ + O(μ²), gives

g_h = 2μ[2 − η + 3μ − 4(2−η)μ] + O(μ³)
= 2(2−η)μ − 2(5−4η)μ² + O(μ³).

These two truncations enclose the full result for every μ > 0:

2(2−η)μ − 2(5−4η)μ² < g_h < 2(2−η)μ.

For the proof, expand

D² = 1 + 4μ + (4+2η)μ² + 4ημ³ + η²μ⁴.

The upper bound requires (2−η)D² − N > 0. This difference is

(5−4η)μ + (8−3η−2η²)μ² + (8η−5η²)μ³ + η²(2−η)μ⁴.

For 0 < η ≤ 1 the first two coefficients are at least 1 and 3, the third is at least 3η, and the last is positive.

The lower bound requires N − [2−η−(5−4η)μ]D² > 0. The constant and linear terms cancel, leaving

(12−13η+2η²)μ² + (20−14η−3η²)μ³ + η(20−18η+η²)μ⁴ + η²(5−4η)μ⁵.

The first two coefficients and the bracket in the third decrease with η on this interval. At η = 1 they equal 1, 3 and 3, so they are positive throughout; the last coefficient is positive too. Both bounds follow.

The linear law thus overestimates g_h in this noise-free model. Relative to the linear value, the error is less than (5−4η)μ/(2−η).

**7. What the signal detectors measure**

Signal loss of transmission T multiplies ⟨n(n−1)⟩_h by T² and ⟨n⟩_h by T, because these are normally ordered moments and the loss mode starts in vacuum. The factors cancel in g_h.

Now suppose that the signal is split onto two threshold detectors. Let each register a given signal photon with probability s. The measured quantity is the probability that both click, divided by the product of their single-click probabilities, all conditioned on the herald. At low gain one photon gives a single click with probability s. Two photons make both detectors click with probability 2s², since either photon can go to either detector. The ratio is therefore

ημ · μ²η(2−η) · 2s²/(ημs)² = 2(2−η)μ.

The leading law is the same; higher orders depend on s.

A herald that accepts exactly one detected idler photon behaves differently. Its acceptance is η for one pair and 2η(1−η) for two. Replacing c₁ and c₂ by these values gives g_h ≈ 4(1−η)μ. At small η this is hardly better than a threshold herald, because the second idler photon is usually lost before it can be counted.

**8. Extra modes and noise**

Suppose the source has several independent Schmidt modes with mean pair numbers λ_kμ, where Σλ_k = 1, and detectors that treat them alike. Let Λ = Σλ_k² be the spectral purity. Two pairs arise in the same mode or in two different modes:

P(2) ≈ μ²[Σ_k λ_k² + Σ_{k<l} λ_kλ_l]
= μ²[Λ + (1−Λ)/2]
= μ²(1+Λ)/2.

The single-mode weight μ² is replaced by this value, so

g_h ≈ (2−η)(1+Λ)μ.

Reduced purity lowers g_h, but the heralded photon is then in a mixture of modes. A low g_h does not certify a pure photon.

Next let the herald fire from noise with probability d per pulse, where d ≪ η. Then p_h ≈ ημ + d, while S₁ and S₂ are almost unchanged, and

g_h ≈ 2(2−η)(μ + d/η).

The relative increase is d/(ημ). If d does not depend on the pump, as for dark counts, g_h therefore approaches the floor 2(2−η)d/η instead of zero as the pump is lowered. At ημ = d it is twice this floor, so further lowering gains at most a factor of two, and the noise-free law fails there. The floor assumes a noise-free signal arm. For ημ ≪ d the heralded mean photon number falls as ημ/d, so any pump-independent noise on the signal detectors eventually dominates; the measured g_h then passes through a minimum and rises towards 1.

Finally, add independent Poissonian noise of mean ν to the signal. The numerator ⟨n(n−1)⟩_h gains 2ν⟨n⟩_h + ν², and the mean gains ν. If ⟨n⟩_h ≈ 1 and both ν and g_h are small, the correlation rises by about 2ν.

**9. Worked example: a silicon microring source**

Take μ = 0.02, η = 0.2, a wavelength of 1550 nm and a pulse rate of 50 MHz. Before heralding,

P(1) = 0.02/1.02² = 0.01922,
P(2) = 0.02²/1.02³ = 0.000377.

The click chances for one and two pairs are 0.2 and 0.36. The total click probability is

p_h = 0.004/1.004 = 0.003984,

so the herald rate is 199 kHz. After a click,

P(1|click) = 0.01922 × 0.2/0.003984 = 0.965,
P(2|click) = 0.000377 × 0.36/0.003984 = 0.0341.

Selection has raised the ratio of double to single pairs by 0.36/0.2 = 1.8. Including all n, the conditioned moments are ⟨n⟩_h = 1.0359 and ⟨n(n−1)⟩_h = 0.0738. Thus

g_h = 0.0738/1.0359² = 0.0688.

The linear law gives 2 × 1.8 × 0.02 = 0.0720, which is 4.7% above the full value. The lower bound is 0.0720 − 2 × 4.2 × 0.0004 = 0.0686. At the same μ, a perfect threshold herald would give 0.0392, and a herald with η = 0.2 that accepts exactly one detected photon would give 0.0613.

To reach g_h = 0.05 at η = 0.2, the linear law allows μ = 0.05/3.6 = 0.0139; the full formula allows 0.01435. The linear choice is slightly conservative within this model.

With a signal transmission of 0.3 shared equally between two threshold detectors, s = 0.15. The expected triple-coincidence rate is 327 Hz, and the measured ratio lies 0.14% below the ideal g_h.

**10. The model beside a real device**

These parameters are meant as rough values for a pulsed silicon ring with superconducting detectors, and none is intended as extreme. Real rings break the single-mode assumption. For a rough purity of 0.92, the low-gain factor is (1+0.92)/2 = 0.96; the full two-mode calculation lowers g_h by 3.8%. At fixed μ this is the largest single shift among the effects sized here. A purity near 0.92 needs pump pulses short compared with the photon lifetime; longer pulses give a lower purity and a larger shift.

Silicon also absorbs photons inside the ring. To estimate this, take r ≈ γPL, where γ = 2πn₂/(λA), P is the circulating peak power, L the path travelled in one photon lifetime, n₂ the Kerr index, λ the wavelength and A the mode area. Then μ ≈ (γPL)². With β the two-photon absorption coefficient, a weak idler beside the pump has absorption exponent 2βPL/A. Eliminating PL/A gives

2βPL/A = βλ√μ/(πn₂).

The ring geometry has cancelled. For rough values β = 0.6 cm/GW and n₂ = 5 × 10⁻¹⁴ cm²/W, the exponent is 0.084, a loss of about 8%. For free carriers, we count those that one pulse creates during a photon lifetime τ and neglect any left by earlier pulses, which requires a carrier lifetime well below the 20 ns pulse period. Two-photon absorption at intensity I = P/A yields one carrier pair per two photons of energy E, so the density is βI²τ/(2E). The absorption exponent is this density times L and a carrier cross-section σ. With A = 0.1 μm², P near 240 mW, τ ≈ 41 ps, L ≈ 2.9 mm and σ near 1.5 × 10⁻¹⁷ cm², the loss is about 2%. At fixed μ, the two losses together reduce η from 0.20 to about 0.18 and raise g_h by about 1%. At fixed pump power, absorption during generation also lowers μ, and g_h can fall instead, by several per cent, which can exceed the purity shift. This is an order-of-magnitude estimate: it charges each idler photon the full path at peak power, which overstates the loss (with a pulsed pump that decays in the ring, the two-photon loss can be about a third of the figure above), and it treats the loss as if it followed generation.

Leaked pump light depends strongly on the filters. Assume ν = 2 × 10⁻⁴ noise photons per pulse in each arm, counted before the losses of that arm. The herald then fires from noise with probability d ≈ ην, so herald noise contributes about d/(ημ) = ν/μ = 1%, and signal noise about 2ν/g_h = 0.6%; the full calculation gives +1.5%. Dark counts of 100 Hz in a 1 ns gate change g_h by only 0.002%. Thermal photons at 300 K number about 4 × 10⁻¹⁴ per mode and are negligible.

With absorption, imperfect purity, leakage and dark counts combined, g_h is 0.068, about 1% below the ideal single-mode value. The small net shift comes from partial cancellation, so it does not show that each effect is small, and its size depends on the rough loss estimate. Resonance shifts caused by heat, carriers and the Kerr effect are not included, and they are not small here: the carrier density of about 5 × 10¹⁵ cm⁻³ shifts the resonance by roughly half a linewidth, and cross-phase modulation by about 2γPL ≈ 0.3 linewidth. They can change μ and the purity, which must therefore be determined under operating conditions. The remaining figures are in the numerical output.

Table of computed values

```
mean pairs per pulse mu: 0.02
herald efficiency eta: 0.2
signal transmission: 0.3
pulse rate: 50 MHz
wavelength: 1550 nm
temperature: 300 K
P(1) before heralding: 0.019223
P(2) before heralding: 0.00037693
click chance for one pair: 0.2
click chance for two pairs: 0.36
herald click probability per pulse: 0.0039841
P(1) given a click: 0.96501
P(2) given a click: 0.034059
mean n given a click: 1.0359
mean n(n-1) given a click: 0.073818
g2_h linear law: 0.072
g2_h full number sum: 0.068785
g2_h lower bound: 0.06864
linear law excess over full sum: 4.674 %
g2_h full sum at eta = 1, same mu: 0.039216
g2_h one-photon-resolving herald: 0.061299
target g2_h: 0.05
largest mu for target, linear law: 0.01389
largest mu for target, full sum: 0.01435
herald rate: 199.2 kHz
triple coincidence rate: 326.9 Hz
Kerr index (rough): 5e-14 cm2/W
two-photon absorption (rough): 0.6 cm/GW
mode area (rough): 0.1 um2
group index (rough): 4.2
loaded quality factor (rough): 5e+04
carrier cross-section (rough): 1.45e-17 cm2
photon lifetime in ring: 41.1 ps
path in one lifetime: 2.94 mm
circulating peak power estimate: 238 mW
cross two-photon loss: 8 %
carrier density: 5.4e+15 cm-3
free-carrier loss: 2.3 %
g2_h shift from both losses: 1.1 %
spectral purity (rough): 0.92
g2_h shift from purity: -3.83 %
leaked photons per pulse and arm: 0.0002
g2_h shift from leaked photons: 1.5 %
dark count rate: 100 Hz
herald gate: 1 ns
g2_h shift from dark counts: 0.0024 %
shift from threshold signal detectors: -0.144 %
photon energy over kT: 30.94
thermal photons per mode: 3.7e-14
g2_h with loss, purity, leak and dark counts: 0.06796
combined g2_h shift: -1.19 %
```
